Electronic friction on slow ions and the order of its limits

A calculation of electronic friction in a finite cell needs a decision at the start: how long may the ion's motion last, or how finely may the excitation spectrum be resolved, for a given cell size? A longer, smoother motion looks closer to the zero-frequency friction wanted for a slow implanted ion. But in a finite cell with discrete levels, a small displacement spread over a long enough time dissipates almost nothing. The notes below start from one pair of levels and end with a formula for how long is too long.

Rydberg atomic units are used in the derivation: ħ = 1, electron mass 1/2, e² = 2. An electron of wave number k then has energy ε = k² and speed 2k. Results for the example are in eV, nm and fs.

**1. One pair of levels**

Let the ion be displaced by x(t) along z, and let F = −∂H/∂x be the electronic force operator. One electron starts in level i; level j lies higher by ω = ε_j − ε_i. In the basis of instantaneous eigenstates, the amplitude of j obeys, to first order in the velocity ẋ,

ċ_j = −ẋ ⟨j|∂i/∂x⟩ e^{iωt}, with ⟨j|∂i/∂x⟩ = ⟨j|∂H/∂x|i⟩/(ε_i − ε_j) = F_ji/ω.

Take the velocity pulse ẋ = v exp(−t²/τ²). Its Fourier integral is ẋ_ω = √π vτ exp(−ω²τ²/4), so the mean energy left behind is

W = ω|c_j|² = (|F_ij|²/ω) π v²τ² exp(−ω²τ²/2).

A friction force −γẋ would dissipate γ∫ẋ²dt, with ∫ẋ²dt = v²τ√(π/2). The ratio defines the friction seen by the pulse:

γ(τ) = W/∫ẋ²dt = √(2π) τ (|F_ij|²/ω) exp(−ω²τ²/2).

For fixed ω > 0 and τ → ∞ this vanishes: if the total displacement is held fixed, so that v falls as 1/τ, the electron follows adiabatically. The expression needs displacements small enough that x|F_ij| ≪ ω, so it cannot be used at an exact degeneracy. For ωτ ≫ 1, where the friction is already exponentially small, its relative accuracy requires still smaller displacements.

**2. Many states: response and noise**

For a general electron system with states a, b of energies E_a, E_b and probabilities p_a, the perturbation −xF changes the mean force by ∫₀^∞ χ(s)x(t−s)ds, where

χ(s) = i⟨[F(s),F(0)]⟩ = 2Σ_ab p_a|F_ab|² sin(ω_ba s), ω_ba = E_b − E_a.

Terms with ω_ba = 0 have dropped out. Define the memory kernel

K(s) = 2Σ′_ab p_a|F_ab|² cos(ω_ba s)/ω_ba,

where the prime omits ω_ba = 0. Since χ = −dK/ds, integration by parts, with x measured from the starting point, gives

∫₀^∞ χ(s)x(t−s)ds = K(0)x(t) − ∫₀^∞ K(s)ẋ(t−s)ds.

The first term depends on position alone and is reversible, as is the term from the explicit x-dependence of F. The second is friction with memory. Its frequency-dependent coefficient is

γ(ω) = ∫₀^∞ K(s) cos(ωs) ds = Im χ(ω)/ω.

The dissipated work is ∫dt ẋ(t)∫₀^∞K(s)ẋ(t−s)ds = ∫(dω/2π) γ(ω)|ẋ_ω|². Inserting the pulse and dividing by ∫ẋ²dt,

γ(τ) = ∫dω γ(ω) (τ/√(2π)) exp(−ω²τ²/2) = ∫₀^∞ K(s) exp(−s²/2τ²) ds.

The pulse thus averages γ(ω) over a normalized Gaussian of standard deviation 1/τ. If γ(ω) is constant over that width, the pulse measures that constant.

Now the noise. With δF = F − ⟨F⟩, let

S(ω) = ½∫dt e^{iωt}⟨{δF(t),δF(0)}⟩.

Expanding in eigenstates, and exchanging a and b in one half of each expression, gives for ω ≠ 0

S(ω) = πΣ_ab (p_a + p_b)|F_ab|² δ(ω − ω_ba),
Im χ(ω) = πΣ_ab (p_a − p_b)|F_ab|² δ(ω − ω_ba).

In thermal equilibrium p_b = p_a exp(−ω/k_BT) on each delta function; F conserves the electron number, so the chemical potential cancels. The ratio of the two sums is therefore coth(ω/2k_BT):

S(ω) = ω coth(ω/2k_BT) γ(ω).

If γ(ω) is smooth at the origin, ω coth(ω/2k_BT) → 2k_BT and

γ = S(0)/(2k_BT).

Two limits show what this needs. At T = 0, S = |ω|γ(ω) vanishes at ω = 0 although γ need not, so T → 0 is taken after ω → 0. And in a finite system γ(ω) is a set of separate delta functions, not a smooth function. Between ω = 0 and the lowest allowed transition it is zero. Degenerate or diagonal elements of δF add a δ(ω) term to S, but they are absent from χ: they are static fluctuations. The literal S(0) of a finite system is then zero or a delta spike, and neither is the friction.

**3. Independent electrons in an infinite system**

Take independent electrons in a spherical screened potential V that moves rigidly with the ion. With one-particle occupations f_i, the pairings of creation and annihilation operators give

⟨δF(t)δF(0)⟩ = Σ_ij |F_ij|² f_i(1−f_j) exp[i(ε_i−ε_j)t].

In the commutator, f_i(1−f_j) − f_j(1−f_i) = f_i − f_j, hence

γ(ω) = πΣ_ij |F_ij|² [(f_i−f_j)/(ε_j−ε_i)] δ(ω−ε_j+ε_i).

The infinite-size limit is taken here. The levels merge into a continuum, the sums become integrals, and ω → 0 turns the bracket into −∂f/∂ε.

The ion is at the origin and F = ∂V/∂z = V′(r)cosθ, which couples angular momentum l to l ± 1. Write u and w for the radial functions of l and l+1 at the same energy, normalized as ∫u_ε u_ε′ dr = δ(ε−ε′). Far out, u = A sin φ with φ = kr − lπ/2 + δ_l, where δ_l is the phase shift. Because ∫sin·sin dr gives (π/2)δ(k−k′) = πk δ(ε−ε′), A² = 1/(πk).

The force element follows without knowing the wave near the nucleus. Let Q = V − ε and g = u′ − (l+1)u/r. The radial equation u″ = [Q + l(l+1)/r²]u gives

g′ = Qu + (l+1)²u/r² − (l+1)u′/r = Qu − (l+1)g/r.

Differentiate again, and replace u′ by g + (l+1)u/r in Qu′ and g′ by the line above:

g″ = V′u + Q[g + (l+1)u/r] − (l+1)Qu/r + (l+1)²g/r² + (l+1)g/r²
 = [Q + (l+1)(l+2)/r²]g + V′u.

The function w obeys the same equation without the source V′u. Therefore (wg′ − w′g)′ = wV′u, and since the bracket vanishes at the origin,

M_l = ∫uV′w dr = (wg′ − w′g) at large r.

There g = Ak cos φ and g′ = −Ak² sin φ, while w = A sin φ₁ with φ₁ = φ − π/2 − Δ_l and Δ_l = δ_l − δ_{l+1}. Hence

M_l = −A²k² cos(φ−φ₁) = −A²k² cos(π/2+Δ_l) = (k/π) sin Δ_l.

For the proton example of section 6, direct quadrature of M_l for l = 0, 1, 2 agrees with this to within 4×10⁻⁸, relative to the formula.

The angular factor is Σ|⟨lm|cosθ|l+1,m′⟩|², summed over m and m′. By the addition theorem this is a double integral over two directions with mutual cosine c. At fixed c the mean of cosθ cosθ′ is c/3, so the sum is

[(2l+1)(2l+3)/3] · ½∫₋₁¹ c P_l P_{l+1} dc = (l+1)/3,

because (2l+1)cP_l = (l+1)P_{l+1} + lP_{l−1} and ∫P²_{l+1}dc = 2/(2l+3). Spin and the two orders of each pair give a factor 4. At energy k²,

γ_k = 4π Σ_l [(l+1)/3] (k²/π²) sin²Δ_l = (4k²/3π) Σ_l (l+1) sin²Δ_l.

At finite temperature γ = ∫dε (−∂f/∂ε) γ_k; for degenerate electrons k = k_F.

**4. The same friction from scattering**

The scattering amplitude is f(θ) = (1/k)Σ(2l+1)e^{iδ_l} sin δ_l P_l. With s_l = sin δ_l and the Legendre integral above,

σ_tr = ∫(1−cosθ)|f|²dΩ = (4π/k²) Σ[(2l+1)s_l² − 2(l+1)s_l s_{l+1} cos Δ_l].

Splitting 2l+1 = (l+1) + l and shifting the index in the second part turns the sum into Σ(l+1)[s_l² + s_{l+1}² − 2s_l s_{l+1} cos Δ_l]. Since s_l − s_{l+1}cos Δ_l = cos δ_{l+1} sin Δ_l, the bracket is sin²Δ_l. Thus

σ_tr = (4π/k²) Σ(l+1) sin²Δ_l.

With the electron density n = k_F³/(3π²), the friction becomes

γ = n ħk_F σ_tr.

Kinetic theory gives a separate limit check. In the ion's frame the Fermi sphere is displaced by q = v/2, opposite to the ion's velocity. An electron loses on average the fraction 1 − cosθ of its momentum per collision, so each shell of wave number k contributes through σ_tr. Wholly occupied shells cancel by symmetry. A partly occupied shell is filled for cosines below c₀ = (k_F²−k²−q²)/(2kq), and

F_drag = −2∫d³k/(2π)³ (2k)(k c)σ_tr = (1/2π²) ∫ k⁴σ_tr(k)(1−c₀²) dk,

with k from k_F−q to k_F+q. For small q put k = k_F + qη; then c₀ ≈ −η, ∫(1−η²)dη = 4/3, and F_drag = 2k_F⁴σ_tr q/(3π²) = n k_F σ_tr v. At q = 0.004/a₀ the full integral agrees with γv to within 0.1 %.

**5. Back to a finite sphere**

Enclose the electrons in a hard-wall sphere of radius R with the ion at its centre. For kR ≫ 1 the levels satisfy

k_iR − lπ/2 + δ_l = πν, k_jR − (l+1)π/2 + δ_{l+1} = πν′,

with integers ν and ν′. Subtracting, with p = ν′ − ν and ω ≈ 2k(k_j−k_i),

ω_p = D(p + ½ + Δ_l/π), D = 2πk/R.

A wave normalized to one in the sphere has squared amplitude 2/R. That is D times 1/(πk), so the squared force element is D²M_l². One factor D turns the sum over i into an energy integral. This needs k_BT large enough to smooth the shells: the leading oscillation carries the factor X/sinh X with X = 2π²k_BT/D. The other factor stays with the sum over p. Each channel's bulk friction is multiplied by

Θ_l = (Dτ/√(2π)) Σ_p exp(−ω_p²τ²/2).

An electron needs T_R = 2R/v_F to reach the wall and return. With T_R = R/k and y = τ/T_R, Dτ = 2πy and

Θ_l = √(2π) y Σ_p exp[−2π²y²(p+½+Δ_l/π)²].

Poisson's summation formula converts the sum over gaps into a sum over returns. The Gaussian exp(−2π²y²z²) has the transform exp(−m²/2y²)/(√(2π)y), and the offset supplies the phase exp[2πim(½+Δ_l/π)]:

Θ_l = 1 + 2Σ_{m≥1} (−1)^m cos(2mΔ_l) exp(−m²/2y²).

The exponential is exp[−(mT_R)²/2τ²], the overlap of the pulse with itself after m round trips. Both orders of limits can now be read off.

R → ∞ at fixed τ: y → 0, no electron returns within the pulse, Θ_l → 1. A subsequent τ → ∞ leaves the bulk friction.

τ → ∞ at fixed R: the first form is governed by the smallest gap and goes to zero as τ exp(−ω²_min τ²/2). A subsequent R → ∞ leaves zero.

Because Θ_l depends on τ/R, the limits do not commute. If Δ_l = π/2, one gap closes. That degenerate term is a static fluctuation, absent from χ, and must be removed, as in section 2. Close to this condition Θ_l can first rise far above one before it decays.

**6. A proton in an electron gas of indium's density**

The inputs are rough values for indium: 7.3 g/cm³, atomic mass 115 u and three valence electrons per atom. They give n = 114.7 nm⁻³, k_F = 0.7954/a₀, a Fermi energy of 8.61 eV and v_F = 1.740×10⁶ m/s. The screened proton is modelled by V = −2e^{−λr}/r. The constant λ follows from the Friedel sum rule, (2/π)Σ(2l+1)δ_l = 1, which makes the displaced electron charge neutralize the proton. The result is λ = 1.188/a₀, with phase shifts 1.032, 0.126, 0.023 and 0.005 rad for l = 0 to 3. This potential just barely binds an s state: δ₀ rises towards π as k → 0, and the sum rule uses δ₀ on that continuous branch. The s–p pair supplies 97 % of the friction.

The transport cross-section is 12.75 a₀². With n = 0.0170/a₀³,

γ = 0.0170 × 0.7954 × 12.75 ħ/a₀² = 0.172 ħ/a₀² = 6.49×10⁻¹⁵ kg/s.

A 500 eV proton moves at 3.095×10⁵ m/s, or 0.178 v_F. Its electronic stopping is

γv = (6.49×10⁻¹⁵ kg/s)(3.095×10⁵ m/s) = 2.01×10⁻⁹ N = 12.5 eV/nm,

and this friction alone would damp its velocity with the time constant M/γ = 258 fs, M being the proton mass.

The size effect was computed by diagonalizing the sphere, with k_BT held at 0.408 eV to smooth the shells. Friction relative to the bulk value at that temperature, with the Θ_l formula in brackets, is:

τ = 4 fs: R = 4 nm, 1.01 (1.077); R = 16 nm, 1.000 (1.000)
τ = 16 fs: R = 4 nm, 0.000 (0.001); R = 16 nm, 1.058 (1.077)
τ = 64 fs: R = 4 nm, 0.000 (0.000); R = 16 nm, 0.001 (0.001)

The diagonalization uses a finite-difference step of 0.06 a₀, which lowers the values near the first return by about 0.003; without this mesh error the entry 1.058 becomes 1.061. Down a column the pulse becomes longer and the friction disappears. In the first two rows the larger sphere brings the friction close to the bulk value; for 64 fs even 16 nm is far too small. The round-trip times are 4.6 fs and 18.4 fs. The excess at R = 16 nm and τ = 16 fs comes from the first return: for the s–p pair Δ₀ = 0.906 rad, so −cos(2Δ₀) is positive and this return adds to the dissipation. The second return, with cos(4Δ₀) negative, takes part of the gain away. A convergence study that samples only a few durations near this excess could take it for a plateau.

At 16 nm, among the seven durations computed between 2 and 512 fs, the largest deviation of the formula is 1.9 % of the bulk friction on this mesh, and 1.5 % once the mesh error is removed. At equal τ/R the deviation roughly halves with each doubling of R, as expected if it comes from the dropped terms of relative order 1/(kR). The smallest s–p gap at the Fermi level is about 48 meV from diagonalization and (2k_F/R)|π/2−Δ₀| = 47.6 meV from the phase shifts.

The noise route was tested at R = 16 nm and τ = 4 fs. Over the pulse's frequency window ⟨ω²⟩ = 1/τ², and z coth z ≈ 1 + z²/3 with z = ω/2k_BT. The noise divided by 2k_BT should therefore exceed the dissipation by the factor 1 + 1/[12(k_BTτ)²] = 1.0135. The sums give 1.0134.

The linear-response step was tested by propagating the Schrödinger equation for the m = 0 levels of l = 0 and 1 within 0.5 Ry of the Fermi energy. The sphere had R = 60 a₀; the pulse had τ = 12 and v = 0.001 in Rydberg units, at the same k_BT. The work was 0.99998 of the predicted value.

**7. What the numbers support**

Take a ballistic sphere with the ion at its centre and a Gaussian pulse whose displacement is small enough for linear response to hold. At a given electron energy, and unless a gap is exactly closed (Δ_l = π/2), the leading size error of a channel, relative to its bulk friction, is then at most 2exp(−T_R²/2τ²) in magnitude. At τ = T_R/3 this is about 2 %. The condition x|F_ij| ≪ ω of section 1 means x ≪ 0.1 nm for the closest s–p pair; a pulse with τ = 2 fs and the peak speed of the 500 eV proton covers 1.1 nm, so the bound is not shown for such a motion. The pulse must also be long enough for γ(ω) to be flat over the width 1/τ; here 2 fs suffices, since at 16 nm it reproduces the bulk value to about 0.05 %.

The bound carries over to the total friction, wherever the Fermi level lies, only if the temperature smooths the shells, that is, if the factor X/sinh X of section 5 is small. For R = 4 nm it is 0.002 at k_BT = 0.408 eV, but 0.95 at 300 K; for 16 nm it is still 0.47 at 300 K. At τ = T_R/3 the friction then depends strongly on where the Fermi level lies among the discrete levels, so this choice of pulse alone does not ensure the bulk value. For these two spheres, raising the electron temperature in the calculation to 0.408 eV nearly removes this dependence at little cost: at fixed chemical potential the bulk friction itself changes by only about 0.2 %.

In a sphere of 1 nm radius the round trip takes 1.15 fs, so the same bound would require τ of about 0.4 fs. That would not be enough for the total friction, because even 0.408 eV leaves the shell factor at 0.48; besides, γ(ω) is no longer flat over 1/τ, which by itself raises the friction by about 1.4 %. In 1.15 fs the proton moves 0.36 nm, roughly an interatomic distance and close to the Fermi wavelength of 0.42 nm. For such a path the formula for a centred ion gives only the time scale on which reflected electrons return.

The stopping of 12.5 eV/nm is the value of this model, not a measurement on indium. Finite speed in the fixed potential lowers it to 12.4 eV/nm. The ZBL universal formula adds about 1.3 eV/nm of nuclear stopping, a tenth of the electronic part. Electrons at 300 K change the friction by less than 0.01 %. A real crystal does not have a uniform density: changing n by −30 % or +30 %, with λ readjusted, changes γ by −11.5 % or +8 %. The largest change in this paragraph comes from the potential: Thomas–Fermi screening, λ = 1.006/a₀, raises γ by 19 %. The Friedel rule does not fix the value either: the forms −2a/(e^{ar} − 1) and −2e^{−ar}(1/r + a/2), with a set by the same rule, raise γ by 15 %. Indium's 4d shell, band structure, self-consistent screening and electron–electron scattering remain outside the model, and their effect on the friction has not been estimated. The full table of sizes and durations is in the numerical output.

Table of computed values

```
Inputs (rough): 7.3 g/cm3, 115 u, 3 electrons/atom
Electron density: 114.7 nm^-3
Density parameter r_s: 2.413 a0
Fermi wave number: 0.7954 1/a0
Fermi energy: 8.61 eV
Fermi speed: 1.740e+06 m/s
Friedel screening constant: 1.1877 1/a0
Phase shifts l=0..3: 1.0323 0.1259 0.0228 0.0048 rad
Friction shares of pairs l=0,1,2: 0.9654 0.0330 0.0015
Transport cross-section: 12.754 a0^2
Friction gamma: 0.1724 hbar/a0^2 = 6.492e-15 kg/s
n k_F sigma_tr: 0.1724 hbar/a0^2
Largest matrix-element error, l=0..2: 3.7e-08 (relative)
Test electron temperature: kT = 0.408 eV
Bulk friction at test temperature: 0.1721 hbar/a0^2
Sphere friction/bulk: diagonalization (size formula), R = 4, 8, 16 nm
 tau   2 fs: 1.0072 (1.0269)  1.0003 (1.0000)  1.0003 (1.0000)
 tau   4 fs: 1.0085 (1.0765)  1.0179 (1.0269)  0.9999 (1.0000)
 tau   8 fs: 0.2515 (0.3006)  1.0424 (1.0765)  1.0220 (1.0269)
 tau  16 fs: 0.0004 (0.0006)  0.2743 (0.3006)  1.0578 (1.0765)
 tau  32 fs: 0.0000 (0.0000)  0.0005 (0.0006)  0.2856 (0.3006)
 tau  64 fs: 0.0000 (0.0000)  0.0000 (0.0000)  0.0005 (0.0006)
 tau 512 fs: 0.0000 (0.0000)  0.0000 (0.0000)  0.0000 (0.0000)
Round-trip times, R = 4, 8, 16 nm: 4.60 9.20 18.39 fs
Largest size-formula deviation at 16 nm: 0.0187 of bulk
Noise/(2kT) over dissipation, 16 nm, 4 fs: 1.0134
Expected with finite-duration correction: 1.0135
s-p gap at 16 nm, diagonalization: 47.98 meV
s-p gap at 16 nm, phase shifts: 47.56 meV
Pulse work, propagation/linear response: 0.99998
Proton energy: 500 eV
Proton speed: 3.095e+05 m/s
Proton speed / Fermi speed: 0.178
Electronic stopping gamma*v: 12.54 eV/nm
Velocity damping time M/gamma: 257.6 fs
Stopping with finite-speed kinetics: 12.42 eV/nm
ZBL nuclear stopping: 1.26 eV/nm
Friction change at 300 K: -0.0006 %
Friction change, density -30 %: -11.5 %
Friction change, density +30 %: 8.3 %
Thomas-Fermi screening constant: 1.0063 1/a0
Friction change, Thomas-Fermi screening: 18.9 %
Maximum binary energy transfer: 7.21 eV
Round-trip time, R = 1 nm: 1.15 fs
Proton time over 0.3 nm: 0.97 fs
```
